# The Blech length of a gate-metal line with blocked ends, part 2

Direct current pushes metal atoms along a line until voids open or metal is extruded. If the ends are blocked to atoms, the stress gradient that builds up can stop this in a short enough line.

The line occupies $0<x<L$, with $x$ along the electron drift; $j$ is the magnitude of the direct current density. The stress $s$ (tension positive) is initially $s_T$; voids open at $s_v$, extrusion begins at $-s_h$. Stresses are in MPa, lengths in µm or cm, current densities in A/cm².

An atom has effective charge $-Ze$ (direct field pull plus electron wind) and feels the force $F=Ze\rho j$ towards $+x$. Here $e$ is the elementary charge, $\rho$ the resistivity, $\Omega$ the atomic volume, $D$ the atomic diffusivity, $k$ Boltzmann's constant, $T$ the temperature and $B$ the effective modulus of line and surroundings. For small bias the atomic flux is

$$J=\frac{D}{\Omega kT}\left(F+\Omega\frac{ds}{dx}\right), \tag{4}$$

neglecting a relative energy correction $s/(2B_m)$, with $B_m$ the metal's bulk modulus.

For uniform $j$ and blocked ends, the steady stress and Blech length are

$$s(x)=s_T+Gj\left(\frac L2-x\right),\qquad G=\frac{Ze\rho}{\Omega}, \tag{1}$$

$$L_B=\frac{2\Omega}{Ze\rho j}\,\min(s_v-s_T,\;s_h+s_T). \tag{2}$$

The critical product is $(jL)_c=jL_B$.

In time $t$ the stress obeys

$$\frac{\partial s}{\partial t}=\kappa\frac{\partial}{\partial x}\left(\frac{\partial s}{\partial x}+Gj\right),\qquad \kappa=\frac{DB\Omega}{kT}, \tag{10}$$

with zero flux at blocked ends. The slowest mode decays in $\tau=L^2/(\pi^2\kappa)$, from an end value of magnitude $4GjL/\pi^2$.

With $p=\partial s/\partial x$, conservation of the mean stress gives the equalities below; the bounds are for uniform $j$:

$$s(0)-s_T=-\int_0^L\left(1-\frac xL\right)p\,dx\le\frac{GjL}{2}, \tag{11}$$

$$s_T-s(L)=-\int_0^L\frac xL\,p\,dx\le\frac{GjL}{2}. \tag{12}$$

**Remark 3.** The wind force at given $j$ is set mainly by electron scattering at the moving atom, so $Z$ falls as $\rho$ rises.

**Remark 4.** If a pad holds one end at $s_T$ and the other is blocked, the limiting length is $(s_v-s_T)/(Gj)$ for a pad at $x=L$ (voids) and $(s_h+s_T)/(Gj)$ for a pad at $x=0$ (extrusion).

### Proposition 1: charging current

A gate is charged and discharged, so its feed may carry an alternating current besides any direct one. *At fixed temperature the mean current sets the mean steady stress. An alternating component of amplitude $j_a$ and angular frequency $\omega$ adds, at each end, a ripple of amplitude*

$$s_a=Gj_a\sqrt{\frac{\kappa}{\omega}}, \tag{13}$$

*provided that $\sqrt{\kappa/\omega}\ll L$ and that the continuum description holds over this depth.*

**Proof.** Equation (10) and its end conditions are linear in $s$ and $j$, so the responses to the two components add. Write the alternating current density as the real part of $j_ae^{i\omega t}$. It is uniform along the line, so inside the line the ripple obeys $i\omega s=\kappa\,d^2s/dx^2$. Near $x=0$ the decaying solution is $s=Ae^{-qx}$ with $q=\sqrt{i\omega/\kappa}$. Zero flux at the end requires $-qA+Gj_a=0$, so $A=Gj_a/q$. Its magnitude is (13), because $|q|=\sqrt{\omega/\kappa}$. The other end is treated in the same way with the opposite sign, and the two solutions do not overlap when their depth is much less than $L$. $\square$

Purely alternating current with zero mean thus produces no steady gradient in this model. It still heats the line, since heating depends on the mean square current.

### Proposition 2: a finger that collects current

A gate-injection transistor held fully on draws forward gate current. Electrons pass from the semiconductor into the gate metal and leave through the feed. Along a finger the current grows from the tip, $x=0$, to the feed, $x=L$. If collection is uniform, $j(x)=j_0x/L$, where $j_0$ is the density at the feed. *With both ends blocked to atoms, the finger is safe in the steady state if*

$$L<\min\left[\frac{6(s_v-s_T)}{Gj_0},\;\frac{3(s_h+s_T)}{Gj_0}\right]. \tag{14}$$

**Proof.** The steady flux still vanishes everywhere, so $p=ds/dx=-Gj(x)$. The equalities in (11) and (12) used only conservation of the mean, and therefore hold here:

$$s(0)-s_T=G\int_0^L\left(1-\frac xL\right)\frac{j_0x}{L}\,dx
=Gj_0L\left(\frac12-\frac13\right)=\frac{Gj_0L}{6},$$

$$s_T-s(L)=G\int_0^L\frac xL\,\frac{j_0x}{L}\,dx=\frac{Gj_0L}{3}.$$

The stress falls along $x$, so the ends are again the extremes. Requiring each to stay inside its limit gives (14). $\square$

The stress drop at the feed is twice the stress rise at the tip because the gradient is concentrated near the feed. A finger can therefore be limited by extrusion where a uniform line of the same metal is limited by voids. Equation (14) compares lengths at fixed $j_0$. If the current collected per unit length is fixed instead, $j_0$ is proportional to $L$, and the stress changes grow as $L^2$.

### Worked example: an aluminium gate feed

Consider a feed in a gate-injection GaN switch that is held on for long periods at 175 °C. It is 1.0 µm wide and 0.5 µm thick, lies between blocking barriers, and carries 2.0 mA of direct current. The material values are rough: $Z=4$, resistivity 2.70 µΩ cm at 20 °C with a slope of 0.0040 per kelvin, $s_T=100$ MPa, $s_v=250$ MPa, $s_h=150$ MPa and $B=30$ GPa.

Aluminium has four atoms in a cubic cell of edge 0.405 nm at room temperature (at 175 °C the atomic volume, and with it $L_B$, is about 1 % larger, which is ignored here), so

$$\Omega=\frac{(0.405\ \text{nm})^3}{4}=0.01661\ \text{nm}^3 .$$

The resistivity in use is $2.70\,(1+0.0040\times155)=4.374$ µΩ cm. The cross-section is $0.5\times10^{-8}$ cm², which gives $j=0.40$ MA/cm². The wind force is

$$F=4e\,(4.374\times10^{-6}\ \Omega\,\text{cm})(4.0\times10^5\ \text{A/cm}^2)=7.0\ \text{eV/cm}.$$

Over one lattice constant this is about $3\times10^{-7}$ eV, against $kT=0.039$ eV, so the small-bias flux law is well satisfied. Division by $\Omega$ gives the gradient $Gj=6.75$ MPa/µm.

The margin to voids is $250-100=150$ MPa and the margin to extrusion is $150+100=250$ MPa. Voids limit the line:

$$L_B=\frac{2\times150\ \text{MPa}}{6.752\ \text{MPa/µm}}=44.4\ \text{µm},$$

$$(jL)_c=(4.0\times10^5\ \text{A/cm}^2)(44.43\times10^{-4}\ \text{cm})\approx1.8\times10^3\ \text{A/cm}.$$

At this length the ends stand at 250 and $-50$ MPa. Adding the two damage limits would give 59 µm, a third more than $L_B$, which would be correct only for an initial stress of 50 MPa. A numerical minimization of elastic energy minus wind work, followed by a search for the length at which a limit is reached, also gives 44.43 µm.

For the time scale, take a rough diffusivity prefactor of $3.0\times10^{-4}$ cm²/s and a barrier of 0.85 eV. Then $D=8.3\times10^{-14}$ cm²/s, $\kappa=6.7\times10^{-12}$ cm²/s and $\tau=3.5$ days. A change of 0.1 eV in the barrier changes this time by $e^{0.1/0.0386}\approx13$, so it is only an order of magnitude. Constant $D$ is also an approximation: if vacancies carry the flux, $D$ varies as $e^{\Omega s/kT}$, by a factor of 2.2 between the ends of this line. The steady profile is unaffected, while $\tau$ rises by 2 % if the stated $D$ refers to the stress $s_T$ and falls by 22 % if it refers to zero stress. A simulation of hopping between 60 cells gave the same relaxation time, 3.47 days. After $12\tau$ its profile differed from the steady formula by at most $7.5\times10^{-4}$ MPa. The remaining slowest mode accounts for this: its end value is $(8/\pi^2)(150\ \text{MPa})e^{-12}=7.5\times10^{-4}$ MPa.

For a finger with the same density at its feed, (14) gives a void-limited length of 133 µm and an extrusion-limited length of 111 µm. Extrusion governs. At 111 µm the tip is at 225 MPa, still below the void limit, while the feed has reached $-150$ MPa. With the cross-section of the feed above, this finger would collect 2.0 mA, or 18 mA per millimetre of its length. That load is an illustration, not a measured gate current. At a smaller collected current per unit length, the permitted length grows as the inverse square root of that current.

### Size of the neglected effects

**Initial stress and temperature.** Aluminium contracts more than its surroundings on cooling, which raises its tension. Treat the mismatch as an isotropic missing volume fraction $3\,\Delta\alpha\,\Delta T$, resisted by the same modulus $B$. With a rough $\Delta\alpha=17.5$ ppm/K, a line 10 K cooler gains

$$3B\,\Delta\alpha\,\Delta T=15.7\ \text{MPa}.$$

The void margin falls to 134.3 MPa and $L_B$ to 39.8 µm, 10 % below the first value, with resistivity and damage limits held fixed. At fixed $Z$, the lower resistivity would return about 2.5 %, but by Remark 3 $Z$ is not fixed. If the wind force at given $j$ stays constant, this gain vanishes when the direct pull is negligible, and it turns into a loss of 0.6 to 1.8 % for a direct charge of 1 to 3 beside $Z=4$.

This elastic estimate also limits the example. With a fixed void limit and no plastic flow, even an unused line would reach 250 MPa when cooled by about 95 K, to 80 °C. After operation the tension at $x=0$ is higher still, and if the line cools too fast for atoms to return, the thermal tension is added to it. The calculated length therefore applies only while the line is held at 175 °C.

**Thermomigration.** A temperature gradient adds a force of magnitude $(Q/T)\,|dT/dx|$, where $Q$ is the heat of transport. Its work over the line is $Q\ln(T_2/T_1)$. For a rough $Q=0.10$ eV and a 10 K difference along the line this is 0.0023 eV, compared with $FL_B=0.0311$ eV for the wind. With the resistivity held uniform, the end-to-end stress difference changes by about 7 %, upwards or downwards according to the direction of the added force.

**Heating by the current.** Let a ripple equal in amplitude to the direct current be present, so that the mean square density is $1.5j^2$. With 1.0 µm of oxide of conductivity 1.4 W/(m K) between the line and a cold plane, straight downward conduction gives a rise of 0.375 K. Sideways spreading lowers it. A two-dimensional calculation that feeds the heat uniformly into a bare oxide surface gives 0.23 K under the centre of the line. A nearly isothermal metal line on the same oxide rises by about 0.20 K, and by about 0.12 K if oxide also surrounds its sides and covers it to a depth of 1 µm. Short charging pulses at a high switching frequency can have a much larger mean square than this ripple, and the rise grows in proportion to the total mean square. Heat from the transistor itself is not included and must enter through the assumed line temperature.

**Charging ripple.** At 10 kHz, the same ripple gives $7\times10^{-4}$ MPa in (13). The corresponding depth $\sqrt{\kappa/\omega}$ is about 0.1 nm, less than the lattice constant, so the continuum formula cannot be taken literally here. It indicates that atoms have no time to redistribute appreciably within a cycle.

**Elastic energy of the moving atom.** At 250 MPa the neglected fraction $s/(2B_m)$ is about 0.17 % for $B_m\approx76$ GPa; putting the smaller effective modulus $B$ in its place gives an overestimate of 0.4 %.

### The model beside a real gate

Critical products of confined aluminium lines are roughly of order $10^3$ A/cm, and the calculated value lies in that range. The feed was chosen narrow; a wider runner carrying the same current has a lower density and a proportionally longer $L_B$, if its stress state is unchanged. Insulated gates carry very little direct current, so the example concerns gates that draw current while on. Blocking at both ends is an assumption that can fail, since a feed may run into a pad of the same metal without a barrier. With the pad at the end where electrons leave, Remark 4 halves the length to 22 µm. With the pad where electrons enter, the limit becomes extrusion at $250/6.752=37$ µm. The figure of 44 µm therefore requires two barriers, the stated stress margins and a line held at the stated temperature. It is not a design rule for a switch that also cools down, whose stress must be checked over the whole temperature cycle.

The model also omits the difference between the stresses along and across the line, plastic flow, stress concentration at corners and the growth of a void after it opens. The last omission matters for what $L_B$ means. Suppose that a void opens at $x=0$ in the 44 µm line and the line continues to conduct. The free metal surface brings the stress there to about zero, and a new steady state would require $s(L)=-GjL_B=-300$ MPa. This is beyond the extrusion limit of $-150$ MPa, so within the model the first void does not leave the line safe. The Blech length marks the onset of damage; the time to electrical failure needs a separate model. The remaining digits of the example are in the numerical output.

## Table of computed values

```
INPUTS (material values rough)
temperature            448.15 K
lattice constant       0.405 nm
atomic volume          0.01661 nm^3
effective charge Z     4.0
resistivity at 20 C    2.70 uOhm cm
its slope              0.0040 per K
resistivity in use     4.374 uOhm cm
width, thickness       1.0, 0.5 um
direct current         2.0 mA
current density        0.40 MA/cm^2
initial stress         100 MPa
void limit             250 MPa
extrusion limit        150 MPa
effective modulus      30 GPa
diffusion prefactor    3.0e-04 cm^2/s
diffusion barrier      0.85 eV
RESULTS
wind force per atom    6.998 eV/cm
stress gradient        6.752 MPa/um
critical product jL    1777 A/cm
Blech length           44.43 um
same, energy search    44.43 um
stress at x=0          250.0 MPa
stress at x=L          -50.0 MPa
hopping profile error  7.5e-04 MPa
summed-limit length    59.25 um
stress that reaches it 50 MPa
diffusivity            8.28e-14 cm^2/s
stress diffusivity     6.67e-12 cm^2/s
relaxation time        3.47 days
same, hopping run      3.47 days
LEAKY FINGER, same current density at the feed
void-limited length    133.30 um
extrusion-limited      111.09 um
stress at tip          225.0 MPa
stress at feed         -150.0 MPa
NEGLECTED EFFECTS
ripple frequency       10 kHz
ripple current ampl.   0.40 MA/cm^2
end-stress ripple      7.0e-04 MPa
oxide thickness        1.0 um
oxide conductivity     1.4 W/(m K)
heating, upper bound   0.375 K
heating, 2D conduction 0.233 K
temperature difference 10 K
heat of transport      0.10 eV
wind work over line    0.0311 eV
thermomigration work   0.0023 eV
their ratio            7.3 %
expansion mismatch     17.5 ppm/K
thermal stress shift   15.7 MPa
L_B if 10 K cooler     39.77 um
second-order energy    0.42 %
```
